# Kissinger Analysis of Two Crystallization Peaks

## Problem

An amorphous phase-change film is heated at a constant rate in a calorimeter. The heat release due to crystallization peaks at 420 K when the heating rate is 1 K/min, and at 450 K when it is 100 K/min.

Let \(\alpha\) be the crystallized fraction, and assume that the heat signal is proportional to \(d\alpha/dt\). The rate constant is

\[
k(T)=k_0\,e^{-E/k_BT},
\]

with one activation energy \(E>0\) and one prefactor \(k_0\) for both scans. Heating starts far below the peak, where the reaction is negligible, and the sample has the temperature shown by the thermometer.

(a) For the first-order law \(d\alpha/dt=k(T)(1-\alpha)\), derive the relation between heating rate and peak temperature.

(b) Find the activation energy from the two peaks.

(c) Find the prefactor, and predict the peak temperature at 10 K/min.

(d) How large is the error of the activation energy if each peak temperature has an independent error of 1 K?

(e) At constant temperature the law in (a) gives no sigmoidal curve, whereas the following law does for \(n>1\). Repeat the analysis for \(\alpha=1-e^{-\theta^n}\) with \(\theta=\int k\,dt\) and \(n\ge1\), and find the leading error of the two-point formula.

(f) Suppose that nucleation and growth have different activation energies. Which energy does the analysis return?

## Solution

### (a) The peak condition

Write the temperature as \(T=T_0+\beta t\), where \(\beta=dT/dt\) is the heating rate. The maximum of \(d\alpha/dt\) is also the maximum of its logarithm,

\[
\ln\frac{d\alpha}{dt}=\ln k+\ln(1-\alpha).
\]

The two terms change with time as

\[
\frac{d\ln k}{dt}=\beta\frac{d}{dT}\left(-\frac{E}{k_BT}\right)=\frac{E\beta}{k_BT^2},
\qquad
\frac{d\ln(1-\alpha)}{dt}=-\frac{1}{1-\alpha}\frac{d\alpha}{dt}=-k .
\]

The first term is the acceleration by heating, the second the slowing by loss of amorphous material. They balance at the peak temperature \(T_p\):

\[
\frac{E\beta}{k_BT_p^2}=k_0\,e^{-E/k_BT_p}. \tag{1}
\]

The left side falls with temperature and the right side rises, so they cross once. Below the crossing the reaction rate increases, above it the rate decreases, and the crossing is therefore the only maximum.

Multiply (1) by \(k_B/E\) and take the logarithm:

\[
\ln\frac{\beta}{T_p^2}=\ln\frac{k_0k_B}{E}-\frac{E}{k_BT_p}. \tag{2}
\]

The logarithms are understood to act on numerical values in one consistent set of units. A plot of the left side against \(1/T_p\) is a straight line of slope \(-E/k_B\). This is the Kissinger relation. For the first-order law no approximation has been made.

### (b) The activation energy

Label the slow scan 1 and the fast scan 2. Subtracting (2) for scan 1 from (2) for scan 2 removes the unknown prefactor:

\[
\ln\frac{\beta_2}{\beta_1}-2\ln\frac{T_2}{T_1}
=\frac{E}{k_B}\left(\frac1{T_1}-\frac1{T_2}\right).
\]

Hence

\[
E=k_B\,\frac{\ln(\beta_2/\beta_1)-2\ln(T_2/T_1)}{1/T_1-1/T_2}. \tag{3}
\]

Only the ratio of the heating rates enters, so their unit does not matter here. The numbers are

\[
\ln 100-2\ln\frac{450}{420}=4.60517-0.13799=4.46718,
\]

\[
\frac1{420\ \mathrm K}-\frac1{450\ \mathrm K}=1.58730\times10^{-4}\ \mathrm{K^{-1}},
\]

\[
\frac{E}{k_B}=\frac{4.46718}{1.58730\times10^{-4}\ \mathrm{K^{-1}}}=28143\ \mathrm K .
\]

With \(k_B=8.617333\times10^{-5}\) eV/K this gives

\[
E=2.425\ \mathrm{eV}\approx2.4\ \mathrm{eV},
\]

or 234 kJ/mol.

The size can be checked from the temperature step over which \(k\) grows by a factor \(e\). Since \(d\ln k/dT=E/k_BT^2\), this step is about \(k_BT^2/E=(435\ \mathrm K)^2/28143\ \mathrm K\approx6.7\) K. The logarithm 4.467 then corresponds to a peak shift of about 30 K, as given.

The term with \(T_p^2\) makes a modest but visible contribution. Without it, (3) would give 2.500 eV. The excess is

\[
k_B\frac{2\ln(T_2/T_1)}{1/T_1-1/T_2}\approx2k_B\bar T,
\]

where \(\bar T\) is the mean peak temperature. This follows for a small separation \(D=T_2-T_1\), because then \(\ln(T_2/T_1)\approx D/\bar T\) and \(1/T_1-1/T_2=D/(T_1T_2)\approx D/\bar T^2\). The excess is 0.0749 eV, and \(2k_B\bar T\) is 0.0750 eV.

### (c) The prefactor and a third scan

Solving (1) for the prefactor gives

\[
k_0=\frac{E\beta_1}{k_BT_1^2}\,e^{E/k_BT_1}.
\]

Here the unit of \(\beta\) does matter. In the slow scan,

\[
\frac{E\beta_1}{k_BT_1^2}=\frac{28143}{420^2}\ \mathrm{min^{-1}}=0.160\ \mathrm{min^{-1}},
\]

which is also the rate constant at the peak. With \(E/k_BT_1=67.01\), and after division by 60 to pass from minutes to seconds, \(k_0\approx3\times10^{26}\ \mathrm{s^{-1}}\).

This is far above an atomic vibration frequency, which is roughly \(10^{13}\ \mathrm{s^{-1}}\). It should not be read as the attempt rate of a single atomic jump. It is the intercept of a line extended from the narrow interval between 420 and 450 K to \(1/T=0\), and a small change of slope moves it greatly. If \(T_1\) were 1 K higher, \(E\) would become 2.517 eV and \(k_0\) would grow about elevenfold. The rate constant at the slow peak would hardly change, because (1) ties it to \(E\beta_1/k_BT_1^2\). The scans thus fix the rate in the measured interval much better than they fix \(k_0\). Reading errors of about 1 K do not, however, explain the whole excess over \(10^{13}\ \mathrm{s^{-1}}\). With the slow peak kept at 420 K, (1) gives that prefactor only for \(E\approx1.32\) eV, and the fast peak would then lie near 477 K instead of 450 K.

For a third scan with \(\beta_3=10\) K/min, apply (2) to scans 1 and 3:

\[
\frac1{T_3}=\frac1{T_1}-\frac{k_B}{E}\left[\ln\frac{\beta_3}{\beta_1}-2\ln\frac{T_3}{T_1}\right].
\]

The unknown on the right stands in a small term, so repeated substitution works. The trial value 435 K gives

\[
\frac1{T_3}=\frac1{420\ \mathrm K}-\frac{2.3026-0.0702}{28143\ \mathrm K},
\qquad T_3\approx434.47\ \mathrm K,
\]

and the next substitution gives 434.49 K, which no longer changes at this precision. The predicted peak is therefore at about 434.5 K.

This third scan has a purpose. A line passes through any two points, so the two given peaks cannot test the assumption of a single Arrhenius rate. The third peak can. On the logarithmic scale 10 K/min lies midway between the other rates, so an error in either given peak moves the prediction by about half as much. Independent 1 K errors in both make the prediction uncertain by about \(\sqrt{0.5^2+0.5^2}\approx0.7\) K. A measured third peak several kelvin away would speak against the model. Agreement would exclude only a strong curvature of the line. If the local activation energy changed steadily by \(\Delta E\) between the given peaks, the logarithm of the rate midway would depart from the straight line by about \((\Delta E/8k_B)(1/T_1-1/T_2)\). For \(\Delta E=0.7\) eV this is 0.16, which moves the third peak by only about 1 K. Nor would agreement identify the atomic process.

### (d) The error of the energy

Write (3) as \(E=k_BL/u\), with

\[
L=\ln\frac{\beta_2}{\beta_1}-2\ln T_2+2\ln T_1,
\qquad
u=\frac1{T_1}-\frac1{T_2}=\frac{D}{T_1T_2}.
\]

Both \(L\) and \(u\) depend on the peak temperatures. For the first peak, \(\partial L/\partial T_1=2/T_1\) and \(\partial u/\partial T_1=-1/T_1^2\), so

\[
\frac{\partial E}{\partial T_1}
=\frac{k_B}{u}\frac{2}{T_1}+\frac{k_BL}{u^2}\frac1{T_1^2}
=\frac{2k_BT_2}{D}+\frac{E\,T_2}{T_1D}.
\]

The last form uses \(k_BL/u=E\) and \(1/u=T_1T_2/D\). For the second peak, \(\partial L/\partial T_2=-2/T_2\) and \(\partial u/\partial T_2=+1/T_2^2\), so

\[
\frac{\partial E}{\partial T_2}
=-\frac{2k_BT_1}{D}-\frac{E\,T_1}{T_2D}.
\]

With \(D=30\) K,

\[
\frac{\partial E}{\partial T_1}=0.0026+0.0866=0.0892\ \mathrm{eV/K},
\]

\[
\frac{\partial E}{\partial T_2}=-0.0024-0.0755=-0.0779\ \mathrm{eV/K}.
\]

Independent errors of 1 K add in quadrature:

\[
\delta E=\sqrt{0.0892^2+0.0779^2}\ \mathrm{eV}=0.118\ \mathrm{eV}.
\]

The result is \(E=2.43\pm0.12\) eV for this assumed reading error. The main cause is the small separation of the peaks, since \(D\) stands in the denominator.

Errors common to both scans do less harm. If the thermometer reads 1 K too high in both, the two contributions nearly cancel and \(E\) rises by only \(0.0892-0.0779\approx0.011\) eV. Thermal lag is different. If the sample trails the thermometer mainly in the fast scan, the recorded \(T_2\) is too high, and the negative derivative shows that the inferred energy is too low.

### (e) A sigmoidal transformation

For \(\alpha=1-e^{-\theta^n}\), use \(d\theta/dt=k\) to obtain

\[
\frac{d\alpha}{dt}=n\theta^{n-1}k\,e^{-\theta^n}.
\]

For \(n=1\) this is the first-order law. At constant temperature the first-order rate is largest at the start, whereas for \(n>1\) the rate starts from zero, because \(\theta\) is zero there, and then passes through a maximum. This gives the sigmoidal curve. Setting the time derivative of the logarithm to zero gives

\[
(n-1)\frac{k}{\theta}+\frac{E\beta}{k_BT^2}-n\theta^{n-1}k=0.
\]

Multiply by \(\theta/k\) and define

\[
q=\frac{\theta E\beta}{k_BT^2k}.
\]

The peak condition becomes

\[
n-1+q-n\theta^n=0,
\qquad\text{or}\qquad
\theta^n=1-\frac{1-q}{n}. \tag{4}
\]

To find \(q\), change the integration variable from time to temperature, \(\beta\theta=\int k\,dT'\). Since \(dk/dT'=(E/k_BT'^2)k\), the integrand is \(k=(k_BT'^2/E)\,dk/dT'\). Integration by parts, with a negligible contribution from the cold lower limit, gives

\[
\beta\theta=\frac{k_BT^2}{E}k-\int^{T}\frac{2k_BT'}{E}\,k\,dT'.
\]

Let \(x=E/k_BT\), which is large here. The rate constant is concentrated within about \(T/x\) of the upper limit. To leading order the slowly varying factor \(2k_BT'/E\) can be replaced by its value \(2/x\) at that limit, and the remaining integral by \(k_BT^2k/E\). Thus

\[
q\approx1-\frac2x,
\qquad
\theta^n\approx1-\frac{2}{nx},
\qquad
\ln\theta\approx-\frac{2}{n^2x}.
\]

At the peak \(\theta^n\) is close to 1, so the crystallized fraction there is close to \(1-e^{-1}\approx0.63\) at either heating rate. This near constancy is why the Kissinger relation survives the change of rate law.

The definition of \(q\) can be rearranged to \(\beta/T^2=(k_B/E)\,k\,q/\theta\). Its logarithm at the peak is

\[
\ln\frac{\beta}{T_p^2}=\ln\frac{k_0k_B}{E}-x+\ln\frac q\theta,
\qquad
\ln\frac q\theta\approx-\frac2x\left(1-\frac1{n^2}\right). \tag{5}
\]

For \(n=1\), (4) gives \(\theta=q\), the extra term vanishes and (2) is recovered.

Now let \(c=1-1/n^2\), and let \(x_1\) and \(x_2\) belong to the two peaks. The difference of (5) between the scans is

\[
L=(x_1-x_2)-2c\left(\frac1{x_2}-\frac1{x_1}\right)
=(x_1-x_2)\left(1-\frac{2c}{x_1x_2}\right).
\]

Since \(x_1-x_2=Eu/k_B\), the energy \(E_K=k_BL/u\) returned by (3) is

\[
E_K\approx E\left[1-\frac{2}{x_1x_2}\left(1-\frac1{n^2}\right)\right].
\]

It is slightly too low for \(n>1\). With \(n=3\), \(x_1=67.01\) and \(x_2=62.54\), the fraction missing from the true energy is

\[
\frac{2}{67.01\times62.54}\cdot\frac89=4.24\times10^{-4}.
\]

A direct numerical search for the maxima with \(n=3\), using the \(E\) and \(k_0\) found above, puts the peaks at 420.157 and 450.193 K. Formula (3) then returns 2.4242 eV for an input of 2.4252 eV, a shortfall of \(4.01\times10^{-4}\) relative to the input. The leading-order estimate is about 6% larger than this shortfall. The bias itself is about 0.001 eV, far below the error found in (d).

### (f) Separate energies for nucleation and growth

Let nuclei appear throughout the scan at the rate \(I=I_0e^{-E_n/k_BT}\) per volume, and let crystals grow in three dimensions with velocity \(v=v_0e^{-E_g/k_BT}\). For nuclei placed at random, the fraction is \(\alpha=1-e^{-X}\). Here \(X\) is the extended volume fraction, which counts the crystals as if they could overlap:

\[
X(t)=g\int^t I(t')\left[\int_{t'}^{t}v(t'')\,dt''\right]^3dt',
\]

with a shape factor \(g\).

Because both rates rise steeply, the recent part of the scan dominates. Let \(s=T-T'\) be the temperature distance back from the current temperature \(T\). For small \(s\), \(1/T'\approx1/T+s/T^2\), so

\[
I(T')\approx I(T)e^{-a_ns},\quad
v(T')\approx v(T)e^{-a_gs},\quad
a_n=\frac{E_n}{k_BT^2},\quad a_g=\frac{E_g}{k_BT^2}.
\]

The radius reached by a crystal born at distance \(s\) is

\[
\frac1\beta\int_0^s v(T)e^{-a_gs'}ds'=\frac{v(T)}{\beta a_g}\left(1-e^{-a_gs}\right).
\]

Insert this, use \(dt'=dT'/\beta\), and substitute \(y=a_gs\):

\[
X\approx\frac{g\,I(T)\,v(T)^3}{(\beta a_g)^4}\int_0^\infty e^{-(E_n/E_g)y}\left(1-e^{-y}\right)^3dy .
\]

The remaining integral is a number independent of \(T\) and \(\beta\). Therefore

\[
X\approx C\left(\frac{T^2}{\beta}\right)^4
\exp\left(-\frac{E_n+3E_g}{k_BT}\right), \tag{6}
\]

with a constant \(C\). Three powers of the heating time come from growth and one from nucleation.

At leading order, the exponential controls the temperature dependence, so \(dX/dT\approx bX\) with \(b=(E_n+3E_g)/k_BT^2\). The reaction rate is \(\beta(dX/dT)e^{-X}\approx\beta bXe^{-X}\). Neglecting the slow change of \(b\), its logarithmic derivative with respect to temperature is \(b-bX\), and the peak lies at \(X\approx1\). Taking the logarithm of (6) there and dividing by 4 gives

\[
\ln\frac{\beta}{T_p^2}\approx\text{constant}-\frac{1}{k_BT_p}\,\frac{E_n+3E_g}{4}.
\]

The analysis returns the weighted mean \((E_n+3E_g)/4\). The weights belong to growth in three dimensions. In a film thinner than the final crystal size, growth is mostly two-dimensional. The cube in \(X\) is then replaced by a square, and the same steps give \((E_n+2E_g)/3\).

As a test, take the model energies \(E_n=3.0\) eV and \(E_g=2.2\) eV, whose weighted mean is 2.4000 eV. The prefactor is set so that \(X=1\) at 420 K in the slow scan. Numerical integration of the double integral puts the peaks at 419.99 and 450.33 K, and (3) returns 2.3990 eV.

A second case has a different answer. If all nuclei exist before heating and none form later, \(X\) is proportional to \((\int v\,dt)^3\). This is the sigmoidal law of (e) with \(n=3\) and \(E=E_g\), so the analysis returns the growth energy itself, apart from the small bias found there.

The same two peaks can therefore mean \(E_g\approx2.4\) eV with nuclei already present, or, with continuous nucleation, \(E_n+3E_g\approx9.7\) eV (three-dimensional growth; \(E_n+2E_g\approx7.3\) eV if growth is two-dimensional). They cannot decide between these cases, nor separate \(E_n\) from \(E_g\) in the second.

The conclusion also depends on Arrhenius behaviour. Near melting the driving force for crystallization vanishes, and neither nucleation nor growth keeps a constant activation energy. A change of mechanism between the two scans would likewise leave (3) without a single barrier behind it, and the returned energy need not even lie between the barriers involved. This is so even if the prefactor stays the same, because the effect of a small difference between the barriers is divided by the small number \(1/T_1-1/T_2\). If a single Arrhenius rate holds between about 420 and 450 K, 2.4 eV describes crystallization there. The mechanism may change with temperature, so the use of this value at the much higher temperatures of a memory switching pulse would need separate evidence. The numerical output below gives the main values used here.

## Computed results

```
Peak temperatures T1, T2: 420, 450 K
Heating rates beta1, beta2: 1, 100 K/min
Boltzmann constant: 8.617333e-05 eV/K
ln(beta2/beta1): 4.60517
2 ln(T2/T1): 0.13799
Difference of the two logarithms: 4.46718
1/T1 - 1/T2: 1.58730e-04 1/K
E/kB: 28143 K
Kissinger activation energy E: 2.425 eV
E in molar units: 234 kJ/mol
E if the Tp^2 term is left out: 2.500 eV
Excess from leaving it out: 0.0749 eV
2 kB T at the mean of T1, T2: 0.0750 eV
x1 = E/(kB T1), x2 = E/(kB T2): 67.01, 62.54
First-order prefactor k0: 3.36e+26 1/s
E if T1 is 1 K higher: 2.517 eV
k0 if T1 is 1 K higher: 3.76e+27 1/s
dE/dT1: 0.0892 eV/K
dE/dT2: -0.0779 eV/K
Error of E for independent 1 K errors: 0.118 eV
Predicted peak at 10 K/min: 434.49 K
Simulated first-order peaks at 1, 10, 100 K/min: 420.000, 434.491, 450.000 K
Simulated n = 3 peaks at 1, 100 K/min: 420.157, 450.193 K
Kissinger energy from n = 3 peaks: 2.4242 eV
Energy put into the n = 3 scans: 2.4252 eV
Fractional underestimate, simulated: 4.01e-04
Fractional underestimate, formula: 4.24e-04
Model nucleation, growth energies: 3.0, 2.2 eV
Nucleation-growth peaks at 1, 100 K/min: 419.99, 450.33 K
Kissinger energy from these peaks: 2.3990 eV
Weighted mean (En + 3 Eg)/4: 2.4000 eV
```
